# When cross-heating in a transistor array is reciprocal: a guided problem, part 1

(Sections cited here and not found follow in the second part.)

## First half: linear conduction in a layered body

Several transistors share one piece of layered material. Each turns electrical power into heat in its own small volume, and each is warmed by its neighbours. We ask how the warming of transistor 1 by transistor 2 compares with the warming of transistor 2 by transistor 1, when the two differ in shape and depth and the material between them is not uniform.

Let \(\theta(\mathbf r)\) be the steady temperature rise above a sink of uniform temperature, \(\mathbf q\) the heat flux and \(p\) the heat released per unit volume and time. In every layer

\[
\nabla\cdot\mathbf q=p,\qquad \mathbf q=-K\nabla\theta .
\tag{1}
\]

The conductivity tensor \(K(\mathbf r)\) may vary within a layer and jump between layers. It does not depend on temperature, and it is positive definite: \(\mathbf a\cdot K\mathbf a>0\) for every real vector \(\mathbf a\neq0\). Its symmetry is not assumed yet. No material flows, so heat moves by conduction alone.

At an interface let \(\mathbf n\) point from the upper layer to the lower one, and let \(q_n=\mathbf q\cdot\mathbf n\). The normal flux is continuous, and an interface resistance \(r\ge0\) (in m² K/W) allows a temperature jump:

\[
\theta_{\rm above}-\theta_{\rm below}=r\,q_n .
\tag{2}
\]

Each part of the outer surface, with outward normal \(\boldsymbol\nu\), is of one of three kinds: adiabatic, \(\mathbf q\cdot\boldsymbol\nu=0\); isothermal at the sink temperature, \(\theta=0\); or cooled through a film coefficient \(h>0\), \(\mathbf q\cdot\boldsymbol\nu=h\theta\). The body is connected, and at least one part of its surface is of the second or third kind, so that heat can leave.

Transistor \(j\) dissipates the power \(P_j\) with a fixed profile \(w_j(\mathbf r)\):

\[
p=\sum_jP_jw_j,\qquad \int w_j\,dV=1 .
\tag{3}
\]

"Fixed" means that the shape of the heated region changes neither with power nor with temperature.

### (a) An identity for two fields

**Question.** Let \((\theta,\mathbf q)\) be the field of a source density \(p\). Let \((\varphi,\mathbf g)\) be a second temperature field and its flux, obeying the same interface and surface conditions. Express \(\int\varphi\,p\,dV\) through the fluxes and gradients.

**Solution.** Replace \(p\) by \(\nabla\cdot\mathbf q\) and use the product rule \(\nabla\cdot(\varphi\mathbf q)=\varphi\nabla\cdot\mathbf q+\mathbf q\cdot\nabla\varphi\). Since \(\varphi\) may jump at interfaces, the divergence theorem is applied to each layer separately:

\[
\int\varphi\,p\,dV=-\int\mathbf q\cdot\nabla\varphi\,dV
+\sum_{\rm layers}\oint\varphi\,\mathbf q\cdot\boldsymbol\nu\,dA .
\]

Here \(\boldsymbol\nu\) is the outward normal of the layer in question.

An interface is met twice in this sum. For the upper layer the outward normal is \(\mathbf n\), which gives \(\varphi_{\rm above}q_n\). For the lower layer it is \(-\mathbf n\), which gives \(-\varphi_{\rm below}q_n\) with the same \(q_n\), because the normal flux is continuous. Condition (2) for the second field turns the sum into

\[
(\varphi_{\rm above}-\varphi_{\rm below})\,q_n=r\,g_nq_n .
\]

On the outer surface, an adiabatic part gives zero because \(\mathbf q\cdot\boldsymbol\nu=0\), and an isothermal part gives zero because \(\varphi=0\). A part with a film coefficient gives \(\varphi\,h\theta\). Therefore

\[
\int\varphi\,p\,dV=-\int\mathbf q\cdot\nabla\varphi\,dV+B(\theta,\varphi),
\tag{4}
\]

\[
B(\theta,\varphi)=\int_{\rm interfaces}r\,q_ng_n\,dA+\int_{\rm film}h\,\theta\varphi\,dA .
\tag{5}
\]

The surface term \(B\) is unchanged when the two fields are exchanged. Fourier's law was not used in reaching (4). The identity therefore holds for any relation between flux and temperature, provided that the conservation law and the surface conditions keep their form.

### (b) The resistance matrix

**Question.** Show that the temperature field is unique and that it is a sum of contributions proportional to the powers. Define a matrix that gives the mean rise of each transistor, and write its elements as integrals over gradients and surfaces.

**Solution.** Suppose that two solutions existed for the same sources. Their difference \(\delta\), with flux \(-K\nabla\delta\), has no source and obeys the same linear conditions. Put both fields of (4) equal to \(\delta\). The left side vanishes, and

\[
0=\int\nabla\delta\cdot K\nabla\delta\,dV+\int r\,(\text{normal flux})^2dA+\int h\,\delta^2dA .
\]

No term is negative, so each is zero. Because \(K\) is positive definite, \(\nabla\delta=0\), and \(\delta\) is constant in each layer. Its flux is then zero, and by (2) it has no jump, so the constant is the same throughout the body. On the part of the surface where heat can leave, either \(\delta=0\) is imposed directly or \(h\delta^2=0\) requires it. Hence \(\delta=0\) everywhere.

Now let \(\theta_j\), in K/W, be the field per watt in transistor \(j\), with flux \(\mathbf q_j=-K\nabla\theta_j\) and \(\nabla\cdot\mathbf q_j=w_j\). The sum \(\sum_jP_j\theta_j\) satisfies every equation of the full problem, since all of them are linear. By uniqueness it is the solution.

We take as the temperature rise of transistor \(i\) the average weighted with its own heating profile:

\[
\Delta T_i=\int w_i\theta\,dV=\sum_jR_{ij}P_j,\qquad
R_{ij}=\int w_i\theta_j\,dV .
\tag{6}
\]

The first index names the transistor that is read, the second the one that is heated. To evaluate \(R_{ij}\), use (4) with the source field \(\theta_i\), so that \(p=w_i\), and with \(\varphi=\theta_j\). The minus sign of (4) cancels that of \(\mathbf q_i=-K\nabla\theta_i\):

\[
R_{ij}=\int\nabla\theta_j\cdot K\nabla\theta_i\,dV+B(\theta_i,\theta_j).
\tag{7}
\]

This gradient form assigns a share of each matrix element to every layer, to the interfaces and to the sink.

### (c) Exchange of heater and reader

**Question.** Let \(K\) be symmetric. How are \(R_{ij}\) and \(R_{ji}\) related, and what does (7) say about the sign of \(\sum_{ij}P_iR_{ij}P_j\)?

**Solution.** For a symmetric tensor \(\mathbf a\cdot K\mathbf b=\mathbf b\cdot K\mathbf a\), at each point separately. The volume term of (7) is then unchanged under \(i\leftrightarrow j\). The surface term is unchanged as well, as (5) shows. Hence

\[
R_{ij}=R_{ji}\qquad(K=K^{\mathsf T}).
\tag{8}
\]

This is Green's reciprocity for the array. The integrand is symmetric at every point, so nothing had to be assumed about how \(K\) varies from point to point. Layers, doped regions, anisotropic crystals and resistive interfaces are all allowed. The transistors need not be alike either. A watt in a narrow, shallow device warms a broad, deep one by as much as a watt in the broad one warms the narrow one, provided that each is read with its own heating profile.

For the second question, multiply (7) by \(P_iP_j\) and sum. With \(\theta=\sum_jP_j\theta_j\) and its normal flux \(q_n\),

\[
\sum_{ij}P_iR_{ij}P_j=\int\nabla\theta\cdot K\nabla\theta\,dV+\int r\,q_n^2\,dA+\int h\,\theta^2dA\ \ge0 .
\tag{9}
\]

If the sum is zero, then \(\nabla\theta=0\), so \(\mathbf q=0\) and \(\sum_jP_jw_j=\nabla\cdot\mathbf q=0\). When the profiles are linearly independent, this requires all \(P_j=0\). The matrix is then positive definite.

Two consequences are useful. An array of \(N\) transistors has \(N(N+1)/2\) independent elements instead of \(N^2\), which is six instead of nine for three transistors. And the choice \(P_1=1,\;P_2=-1\) in (9), with all other powers zero, gives

\[
R_{11}+R_{22}-2R_{12}>0 ,
\]

so the mutual resistance is smaller than the mean of the two self-resistances. The negative power is only a device of the proof, allowed because the equations are linear.

### (d) A conductivity tensor that is not symmetric

**Question.** A magnetic field can give \(K\) an antisymmetric part, so that some heat flows at right angles to the temperature gradient (the Righi–Leduc effect). Find \(R_{ij}-R_{ji}\) in that case, and find how the matrix for \(K\) is related to the matrix for \(K^{\mathsf T}\).

**Solution.** Equation (7) did not use the symmetry of \(K\). Subtract from it the same equation with \(i\) and \(j\) exchanged. The surface terms cancel. In the second volume term write \(\nabla\theta_i\cdot K\nabla\theta_j=\nabla\theta_j\cdot K^{\mathsf T}\nabla\theta_i\), which is the definition of the transpose:

\[
R_{ij}-R_{ji}=\int\nabla\theta_j\cdot(K-K^{\mathsf T})\nabla\theta_i\,dV .
\tag{10}
\]

An antisymmetric part therefore breaks the exchange symmetry in general, though not in every geometry. Suppose that \(K_a=(K-K^{\mathsf T})/2\) is the same throughout a body without interfaces, and that the whole surface is isothermal. Then \(\nabla\cdot(K_a\nabla\theta_i)=0\), because an antisymmetric array is contracted with the symmetric second derivatives. The integral in (10) becomes the surface integral \(2\oint\theta_j\,\boldsymbol\nu\cdot K_a\nabla\theta_i\,dA\), which vanishes because \(\theta_j=0\) there.

For the second relation let \(\tilde\theta_i\) be the field of \(w_i\) in a body with tensor \(K^{\mathsf T}\) and the same \(r\) and \(h\). Apply (4) twice, with the roles of the two fields exchanged:

\[
\int w_i\theta_j\,dV=\int\nabla\theta_j\cdot K^{\mathsf T}\nabla\tilde\theta_i\,dV+B(\tilde\theta_i,\theta_j),
\]

\[
\int w_j\tilde\theta_i\,dV=\int\nabla\tilde\theta_i\cdot K\nabla\theta_j\,dV+B(\theta_j,\tilde\theta_i).
\]

The right sides are equal, by the definition of the transpose and the symmetry of \(B\). The left sides are \(R_{ij}(K)\) and \(R_{ji}(K^{\mathsf T})\), so

\[
R_{ij}(K)=R_{ji}(K^{\mathsf T}).
\tag{11}
\]

By Onsager's relation, reversing the magnetic field transposes \(K\). Heater and reader may then be exchanged if the field is reversed at the same time.

### (e) A thermometer that is not where the heat is

**Question.** Transistor \(i\) is read by a thermometer that averages with a normalized profile \(s_i\neq w_i\), and \(K\) is symmetric. Is the matrix \(S_{ij}=\int s_i\theta_j\,dV\) symmetric? Find \(S_{ij}-S_{ji}\) when every thermometer has the shape of its heat source but is displaced by a small distance \(a\) along \(x\).

**Solution.** Let \(\varphi_i\) be the field that one watt would produce if it were released with the profile \(s_i\). The argument of part (c) applies to any two sources, so

\[
S_{ij}=\int s_i\theta_j\,dV=\int w_j\varphi_i\,dV .
\tag{12}
\]

Reciprocity still holds, but it relates \(S_{ij}\) to an experiment in which the thermometer of transistor \(i\) is heated and transistor \(j\) is read with \(w_j\). It does not relate \(S_{ij}\) to \(S_{ji}\), in which a different heater and a different thermometer take part.

To find the difference, write \(s_i=w_i+(s_i-w_i)\) and use \(R_{ij}=R_{ji}\):

\[
S_{ij}-S_{ji}=\int(s_i-w_i)\theta_j\,dV-\int(s_j-w_j)\theta_i\,dV .
\]

A displaced profile reads the temperature at \(x+a\) instead of \(x\). To first order in \(a\) this changes the reading by \(a\) times the mean gradient:

\[
S_{ij}-S_{ji}\simeq a\left(\left\langle\frac{\partial\theta_j}{\partial x}\right\rangle_i-\left\langle\frac{\partial\theta_i}{\partial x}\right\rangle_j\right),
\tag{13}
\]

where \(\langle\;\rangle_i\) is the average with \(w_i\). Let transistor \(j\) lie to the right of \(i\), and let the temperature fall with distance from the heater. Then the first gradient is positive and the second negative, and the two contributions add. Thermometer \(i\) has moved towards heater \(j\), while thermometer \(j\) has moved away from heater \(i\).

## Second half: three fingers on buried oxide

We keep the following from the first half. The field per watt in finger \(j\) is \(\theta_j\), its flux is \(\mathbf q_j\), and its normalized heating profile is \(w_j\). The matrix \(R_{ij}=\int w_i\theta_j\,dV\) gives the mean rises \(\Delta T_i=\sum_jR_{ij}P_j\). For any two fields that share the interface and surface conditions,

\[
\int\varphi\,p\,dV=-\int\mathbf q\cdot\nabla\varphi\,dV+B(\theta,\varphi),
\tag{4}
\]

with a symmetric surface term \(B\). For a symmetric \(K\) independent of temperature this gives \(R_{ij}=R_{ji}\) and the gradient form (7), \(R_{ij}=\int\nabla\theta_j\cdot K\nabla\theta_i\,dV+B(\theta_i,\theta_j)\).

The example is a silicon-on-insulator power cell with rough, round parameters. Its width is \(W=20\) µm and its fingers are \(L=200\) µm long, so its area is \(A=WL=4.0\times10^{-9}\) m². From the top it consists of a silicon film of thickness \(d=2\) µm, a buried oxide of 1 µm and 20 µm of the silicon handle. The conductivities are 140 W/(m K) for silicon and 1.4 W/(m K) for oxide. In the film, a doped region lowers the silicon value by the factor \(1-0.35\exp[-((x-7.5)/2.0)^2]\), with \(x\) in µm.

Both oxide interfaces have \(r=1.0\times10^{-8}\) m² K/W. The top and the side walls are adiabatic. At the bottom, \(h=5.0\times10^6\) W/(m² K) stands for the rest of the die and the package. With \(z\) measured downwards from the surface, the heating profiles in the film are

\[
w_j\propto\exp\!\left[-\frac{(x-x_j)^2}{2\sigma_j^2}-\frac{z}{d_j}\right],
\]

with centres \(x_j=5.0,\,10.0,\,14.5\) µm, widths \(\sigma_j=0.9,\,1.3,\,1.0\) µm and depths \(d_j=0.5,\,1.2,\,0.8\) µm. They are uniform along the fingers and zero below the film.

### (f) What can be found by hand

**Question.** Find the rise per watt at the top of the oxide, averaged over the cell. Does it depend on which finger is heated?

**Solution.** No heat leaves through the side walls, and none is released below the film. One watt therefore crosses every horizontal plane below the film, and the mean downward flux there is \(1/A\) per watt. In the oxide and in the handle \(k\) does not vary with \(x\), so the average of Fourier's law reads \(1/A=-k\,d\bar\theta/dz\), and the mean rise \(\bar\theta\) falls linearly. The averages of the interface and sink conditions are also linear. The resistances add:

\[
\bar\theta=\frac1A\left(\frac{t_{\rm ox}}{k_{\rm ox}}+r+\frac{t_{\rm h}}{k_{\rm Si}}+\frac1h\right)
=178.6+2.5+35.7+50.0=266.8\ \text{K/W}.
\]

Only the lower interface counts, since the upper one lies above the plane considered. The result is the same for every finger. The numerical solution gives 266.786 K/W for all three, which agrees with the series sum. The step fails inside the film, where \(k\) varies with \(x\) and the average of \(k\,\partial\theta/\partial z\) is not \(k\) times an average.

### (g) The matrix and the finger temperatures

**Question.** The heat equation is solved numerically for this cell. Is the matrix symmetric, and how hot are the fingers at \(P=(100,\,60,\,40)\) mW?

For a symmetric conductivity tensor that does not depend on temperature, the resistance matrix is symmetric, and in the example cell the mean rise per watt at the top of the oxide is the same whichever finger is heated. It remains to answer part (g) with the computed matrix and finger temperatures, and then to see what happens when the conditions for symmetry are broken.
